Linear electro-optic index changes of a zincblende crystal in a [001] field

A zincblende crystal is optically isotropic, with one refractive index n. A static field F along [001] makes it biaxial. To first order in F the three principal indices are

n[110] = n − n³r₄₁F/2,  n[1-10] = n + n³r₄₁F/2,  n[001] = n. (1)

The label on each index is the direction of the electric displacement D of the light, and r₄₁ is the one linear electro-optic constant that the crystal has. The changes along the two face diagonals are equal and opposite at this order, and the index along the field does not change.

The crystal is taken to be lossless, non-magnetic and without optical activity. The light lies below the band gap and above the lattice resonances, and F varies slowly compared with the optical cycle. The algebra uses atomic units. The product r₄₁F is a pure number, so (1) reads the same in any consistent units.

**Why an ellipsoid gives the index**

Let a plane wave travel along the unit vector s with index N, so that its wave vector is k = (Nω/c)s. In atomic units, with the Gaussian form of Maxwell's equations, the two curl equations become

N s × E = B,  N s × B = −D.

Inserting the first into the second gives N² s × (s × E) = −D. Since s × (s × E) = s(s·E) − E,

D = N²[E − s(s·E)]. (2)

The scalar product of (2) with s vanishes on the right, so D is perpendicular to s. The field E need not be. Now write E = ηD, where η is the inverse of the relative permittivity tensor. The bracket in (2) removes the component along s, which is the action of the projector P = 1 − ss. Hence

PηP D = (1/N²) D. (3)

In the plane perpendicular to s, η is a real symmetric 2 × 2 matrix. Its eigenvectors are the two polarisations of D, and its eigenvalues are 1/N². The surface

Σ η_ij x_i x_j = 1 (4)

is the index ellipsoid. The plane through its centre perpendicular to s cuts it in an ellipse. Along an eigenvector with eigenvalue 1/N², a point at distance ρ satisfies ρ²/N² = 1, so the semi-axes of the ellipse are the two indices. Without a field, η_ij = δ_ij/n² and the surface is a sphere of radius n.

**Why one constant is enough**

The linear electro-optic effect is a change of η proportional to the field,

Δη_ij = Σ_k r_ijk F_k,  r_ijk = r_jik. (5)

Let x, y, z be the cube axes. A rotation by 180° about z reverses x and y, and so multiplies r_ijk by −1 for every index that is x or y. The crystal is unchanged, so a nonzero component must have an even total number of x and y indices. The same rotation about x requires an even total number of y and z indices. The numbers of x, y and z indices therefore have the same parity. They add up to three, so all are odd, and each equals one. Only components with three different indices survive.

The threefold rotation x → y → z → x then gives r_yzx = r_zxy = r_xyz. With the symmetry in the first two indices, all six surviving components are equal. The remaining operations of the group are reflections of the type x ↔ y combined with those already used. They map r_xyz to r_yxz, which is the same number, and so add no condition. Calling the common value r₄₁,

Δη_yz = r₄₁F_x,  Δη_zx = r₄₁F_y,  Δη_xy = r₄₁F_z. (6)

The subscript 4 is the usual abbreviation for the pair yz, and 1 stands for x.

Two consequences follow. Inversion multiplies a tensor with three indices by −1, so in a crystal with an inversion centre r₄₁ = 0. Unstrained bulk silicon is such a crystal and has no linear effect. Averaging a general tensor over all group operations confirms the count: one independent constant for zincblende, none when inversion is added.

Secondly, the sign of r₄₁ depends on how the axes are labelled. Turn the axes by 90° about z, so that x′ = y and y′ = −x. Then xy = −x′y′, and the coefficient of the mixed term changes sign. The labels [110] and [1-10] in (1) have a meaning only together with the axes for which r₄₁ is quoted.

**Diagonalisation**

For F = (0, 0, F), equation (6) leaves Δη_xy = Δη_yx = r₄₁F. Both elements enter the sum (4), which produces a factor 2:

(x² + y² + z²)/n² + 2r₄₁F xy = 1. (7)

The z axis is already principal. In the xy block write a = 1/n² for both diagonal elements and b = r₄₁F for the off-diagonal one. The eigenvalues λ obey

(a − λ)² − b² = 0,  so λ = a ± b. (8)

For λ = a + b the first row of the eigenvalue equation is −b v_x + b v_y = 0, so v_x = v_y. For λ = a − b it is b v_x + b v_y = 0, so v_y = −v_x. The principal coordinates are therefore

X = (x + y)/√2,  Y = (x − y)/√2. (9)

Direct substitution confirms this. From (9), X² + Y² = x² + y² and X² − Y² = 2xy, so (7) becomes

(1/n² + r₄₁F)X² + (1/n² − r₄₁F)Y² + z²/n² = 1. (10)

The axes stand at 45° to the cube edges whatever the size of F. The reason is that the two diagonal elements of the block are equal, so the off-diagonal element has nothing to compete with. The field sets the lengths of the axes and not their directions.

**From the ellipsoid to the index changes**

Each coefficient in (10) is the inverse square of a principal index. With u = n²r₄₁F,

n_X = n(1 + u)^(−1/2),  n_Y = n(1 − u)^(−1/2). (11)

The model needs |u| < 1, since otherwise (10) is no longer an ellipsoid. For small u the binomial series is

(1 + u)^(−1/2) = 1 − u/2 + 3u²/8 − …, (12)

and the series for n_Y follows by reversing the sign of u. Keeping the linear term gives n_X = n − nu/2 = n − n³r₄₁F/2 and n_Y = n + n³r₄₁F/2, which is (1).

The cube of n and the factor one half both come from the inverse square. A small change of η = 1/n² is δη = −2δn/n³, hence δn = −(n³/2)δη. The minus sign says that a larger η means a smaller index, which is why the [110] index falls when r₄₁F is positive.

The changes are equal and opposite only at first order. The quadratic term of (12) has the same sign for both diagonals, and the mean of the two indices lies above n by

(n_X + n_Y)/2 − n ≈ 3nu²/8 = 3n⁵r₄₁²F²/8. (13)

This comes from the curvature of the inverse square root alone. A real crystal also has changes of η quadratic in F, which (5) leaves out. Equation (13) is therefore a measure of the error of the linear expansion within the model, and no prediction of the quadratic response of a material. In the example below, the quadratic effect of the band edge is about a hundred times larger.

**What light in different directions sees**

Light along [001] has D in the XY plane and sees both shifted indices. For light travelling in the xy plane at an angle φ from [100], the direction is s = (cos φ, sin φ, 0). The horizontal polarisation lies along t = (−sin φ, cos φ, 0), and the vertical one lies along z. The elements needed in (3) are

Σ t_i η_ij t_j = 1/n² − 2 sin φ cos φ r₄₁F = 1/n² − r₄₁F sin 2φ, (14)

together with η_zz = 1/n² and a vanishing element between t and z. Using δn = −(n³/2)δη,

δn(horizontal) = (n³r₄₁F/2) sin 2φ,  δn(vertical) = 0. (15)

Along [110], φ = 45° and the horizontal polarisation, which lies along [1-10], has its index raised by the full amount. Along [1-10], φ = −45° and the index falls by the same amount. Two guides at right angles along these directions, with the same field, therefore give horizontally polarised light opposite phase shifts. Along [100], φ = 0 and neither phase index changes, although the crystal is no longer isotropic. There, D along y produces a component E_x = r₄₁F D_y along the direction of travel, which the projection in (3) removes.

**Phase and voltage**

Over a length L, light of vacuum wavelength λ gathers the phase 2πNL/λ. For horizontal polarisation along [110], the change caused by the field is (2πL/λ)(n³r₄₁F/2). It equals π when

L_π = λ/(n³r₄₁F). (16)

If the field comes from a voltage V across a layer of thickness d, then F = V/d and

V L_π = λd/(n³r₄₁). (17)

In the longitudinal arrangement the light travels along the field, through a plate of thickness L with V = FL. The phase difference between the two diagonal polarisations is

Γ = (2πL/λ)(n_Y − n_X) = 2πn³r₄₁V/λ. (18)

The thickness has cancelled, and Γ = π at

V_half = λ/(2n³r₄₁). (19)

Suppose that the incoming light is polarised along x and that the analyser passes y. By (9) the input has amplitude 1/√2 on each of X and Y, and the y direction is (X − Y)/√2. The transmitted amplitude is half the difference of two phase factors, and the transmitted fraction is

T = |exp(iΓ) − 1|²/4 = sin²(Γ/2), (20)

if reflections are ignored. At V_half the plate turns the polarisation from x to y and T = 1.

**Worked example**

Consider a phase modulator in the regime of gallium arsenide near room temperature. The material inputs are rough typical values: n = 3.40 and r₄₁ = 1.50 pm/V. The wavelength is 1550 nm, and a field of 0.100 MV/cm, or 1.94 × 10⁻⁵ atomic units, stands across an undoped layer 1000 nm thick. The voltage is 10 V.

The field is 10⁷ V/m, so

r₄₁F = (1.50 × 10⁻¹²)(10⁷) = 1.50 × 10⁻⁵,
u = 3.40² × 1.50 × 10⁻⁵ = 1.734 × 10⁻⁴,
n³r₄₁F/2 = 39.304 × 1.50 × 10⁻⁵/2 = 2.948 × 10⁻⁴.

A numerical solution of the wave equation (2), with the permittivity tensor as input, gives shifts of +2.94818 × 10⁻⁴ for D along [1-10] and −2.94742 × 10⁻⁴ for D along [110]. Their mean is 3.83 × 10⁻⁸, in agreement with (13). The extra digits serve this comparison and say nothing about a real crystal.

Equation (16) gives L_π = 1550 nm/(5.896 × 10⁻⁴) = 2.63 mm, and the voltage-length product is 2.63 V cm. The longitudinal half-wave voltage (19) is 13.1 kV. The contrast with 10 V is geometrical: (17) and (19) give V = 2V_half d/L_π for the transverse device, and its length is about 2600 times its thickness. The thickness cancels from (19), but the longitudinal plate must still withstand the voltage. Even at the rough breakdown field of 0.4 MV/cm used below, it must be thicker than 0.33 mm. That is only a lower bound. The avalanche field falls as the layer thickens, and with typical ionisation rates it lies below 0.2 MV/cm for such a plate, which would then need to be at least twice as thick.

**What the model leaves out**

*Strain.* The crystal is piezoelectric, and a [001] field produces the shear strain S_xy = d₁₄F/2. The photoelastic effect turns it into Δη_xy = 2p₄₄S_xy = p₄₄d₁₄F, which has the same form as (6). With rough magnitudes p₄₄ = 0.07 and d₁₄ = 2.70 pm/V, its size relative to r₄₁F is 0.07 × 2.70/1.50 = 0.126. A crystal free to deform and one held at fixed strain thus have constants differing by about 13 per cent here. Magnitudes alone do not tell which is larger.

*The band edge.* The field also broadens the absorption edge, which changes the index quadratically. Let W be the photon energy, G the gap and μ the reduced mass of electron and hole. For a parabolic edge the imaginary permittivity is A√(W − G)/W². The Kramers–Kronig relation then gives the real contribution

W²ε = A[2√G − √(G − W) − √(G + W)]. (21)

This follows from splitting the kernel into 1/(W′ − W) + 1/(W′ + W) − 2/W′ and using ∫√q dq/(q + Δ) = constant − π√Δ, where the cut-off constants cancel. Each root in (21) is the function f(w) = −√(G − w), taken at w = W, −W and 0, with weights 1, 1 and −2.

In a field, the relative momentum of the pair changes as k + Fs during a time s. Over an interval t centred on zero, the kinetic phase is

∫ (k + Fs)²/(2μ) ds = k²t/(2μ) + F²t³/(24μ).

The time signal that belongs to f, which varies as exp(iwt), is thus multiplied by 1 − iF²t³/(24μ) at lowest order. Since d³/dw³ brings down (it)³ = −it³, the correction is f → f + (F²/24μ)f‴, with f‴ = (3/8)(G − w)^(−5/2). Defining θ³ = F²/(2μ),

Δε = (Aθ³/32W²)[(G − W)^(−5/2) + (G + W)^(−5/2) − 2G^(−5/2)]. (22)

Take G = 1.42 eV, μ = 0.055 electron masses and W = 0.80 eV. The strength A = 3.2 eV^1.5 is fixed by a rough absorption of 10⁴ per cm at 0.1 eV above the gap. Then θ = 0.041 eV, far below G − W, as the expansion requires. Equation (22) gives Δε = 2.84 × 10⁻⁵. A Kramers–Kronig integral over the field-broadened edge, built from Airy functions, gives 2.85 × 10⁻⁵. The index change is Δε/(2n) = 4.2 × 10⁻⁶, or 1.4 per cent of the linear one. Excitons and higher bands are not included, and one mass stands for both hole bands. Dividing the same absorption between heavy holes (μ ≈ 0.059) and light holes (μ ≈ 0.037) raises Δε by about 12 per cent and the ratio to 1.6 per cent.

*Tunnelling and breakdown.* If the parabolic edge is continued into the gap, the relative motion along the field is an Airy function there, whose square decays as exp[−(4/3)(Q/θ)^(3/2)] for a missing energy Q. The exponent is 78 for photon-assisted absorption, with Q = G − W, and 271 without a photon, with Q = G. The parabolic form is least reliable deep in the gap, so the second exponent is only a rough guide. The tail is also set by the lightest pair. With the light-hole value μ ≈ 0.037 the exponents fall to 64 and 222, and a two-band dispersion lowers the second to about 185. Both processes are negligible in this model of a perfect crystal. The field is about a quarter of a rough breakdown field of 0.4 MV/cm. That figure belongs to thin layers and depends on thickness. For a uniform field over 1000 nm it may be nearer 0.33 MV/cm.

*Temperature.* With a rough dn/dT of 2 × 10⁻⁴ per kelvin, a drift of 1.5 K changes the index as much as the field does. In an interferometer this cancels between equal arms at the same temperature, but a single guide has no such protection.

*Field direction.* Tilt the field by δ from [001] towards [1-10], with light along [110]. By (6), Δη_YY = −r₄₁F cos δ and Δη_Yz = −r₄₁F sin δ, while Δη_zz = 0. The principal polarisations turn by an angle ψ with tan 2ψ = 2 tan δ, so a tilt of 2° turns them by 2.0°. In the model this angle does not depend on the field strength, because nothing but the field separates the two indices. In a real crystal it holds only while the electro-optic shift far exceeds any residual birefringence from strain or spatial dispersion. A background of 10⁻⁵ changes the angle by less than 0.1° at the present field, but makes it 1.5° or 3.0°, depending on its sign, at a tenth of the field.

**The model beside a real modulator**

The inputs above are ordinary for gallium arsenide, but a guided mode is not a plane wave filling the layer. In a symmetric slab with a core of index 3.40 and cladding of index 3.20, let the applied field act in the core alone. The scalar mode equation is g″ + (2π/λ)²(n(z)² − N_eff²)g = 0, where n(z) is the index profile and g the mode. Multiply the equation of the guide with changed core index by the old mode, subtract the old equation multiplied by the new mode, and integrate over z. The derivative terms cancel after integration by parts. What remains is that the integral of [δ(n²) − δ(N_eff²)] times the product of the two modes vanishes. To first order the new mode may be replaced by the old one in this product, which gives

N_eff δN_eff = C n δn, (23)

where C is the fraction of the squared optical field in the core. For the fundamental mode C = 0.93 and N_eff = 3.36, so δN_eff/δn = 0.94 and the π length grows from 2.63 to 2.79 mm. This slab is thick enough to guide a second horizontal mode as well, with N_eff = 3.24, to which these numbers do not apply. Sideways confinement, electrode loss and the mismatch between electrical and optical velocities are not in this estimate.

The slab also separates the horizontal and vertical modes by 2.7 × 10⁻³, about nine times the electro-optic shift. Along [110] the separation made by the field adds to this when r₄₁F is positive and subtracts from it when r₄₁F is negative. For either sign the total is much larger than the field's part alone, so a tilt of 2° turns the polarisations by only about 0.2°.

Residual doping makes the field uneven. A fully depleted layer with 10¹⁵ charges per cm³ and static permittivity 12.9 has a field that varies by 0.014 MV/cm from one face to the other, or 14 per cent of F. The variation is linear and odd about the centre of the layer, whereas the intensity of the fundamental slab mode is even. At fixed voltage its contribution to the linear phase shift therefore cancels. If the layer is not fully depleted, or the mode sits off centre, this cancellation fails.

Of the effects sized here, the 13 per cent ambiguity between free and clamped constants moves the π length most. Thermal drift offsets the phase but hardly changes the π length. A quoted r₄₁ should therefore be matched to both the modulation frequency and the mounting. The free value applies when the crystal can follow the field mechanically, and the clamped value well above its acoustic resonances. A wide, thin layer bonded to a much thicker substrate that carries no field can hardly shear in its own plane, so it is close to clamped even at low frequency. The numerical output lists the remaining inputs and intermediate values.

Computed values

```
ROUGH INPUTS, GaAs-like
index n = 3.40; cladding index = 3.20
r41 = 1.50 pm/V
field F = 0.100 MV/cm
wavelength = 1550 nm
layer thickness = 1000 nm
gap = 1.42 eV; reduced mass = 0.055 m_e
absorption 0.1 eV above gap = 10000 /cm
|p44| = 0.07; |d14| = 2.70 pm/V
static permittivity = 12.9
background doping = 1.0e+15 /cm3
dn/dT = 2.0e-04 /K
breakdown field = 0.40 MV/cm
MAIN RESULTS
invariant constants: zincblende 1, with inversion 0
F = 1.9447e-05 a.u.; r41 = 0.7713 a.u.
r41 F = 1.5000e-05
1/n^2 = 0.086505; u = n^2 r41 F = 1.7340e-04
n^3 r41 F/2 = 2.94780e-04
Maxwell shift, D along [1-10] = +2.94818e-04
Maxwell shift, D along [110] = -2.94742e-04
mean of the two shifts = 3.834e-08
3 n^5 r41^2 F^2/8 = 3.834e-08
voltage across layer = 10.00 V
length for pi phase = 2.629 mm
voltage-length product = 2.629 V cm
longitudinal half-wave voltage = 13.15 kV
NEGLECTED EFFECTS
piezo-photoelastic part / r41 part = 0.126
photon energy = 0.7999 eV
edge broadening energy = 0.0411 eV
edge strength A = 3.225 eV^1.5
edge permittivity change, formula = 2.844e-05
same, Kramers-Kronig integral = 2.846e-05
quadratic index change = 4.182e-06
quadratic / linear index change = 0.0142
tunnelling exponent with photon = 78.2
tunnelling exponent without photon = 271.1
slab effective index (TE) = 3.3575
slab core confinement = 0.9290
d(effective index)/d(core index) = 0.9407
pi length in the slab guide = 2.795 mm
slab TE-TM index difference = 2.654e-03
field spread from doping = 0.0140 MV/cm
field spread / F = 0.140
field tilt = 2.0 deg; polarisation turn = 2.00 deg
temperature drift equal to signal = 1.47 K
F / breakdown field = 0.25
```
